# Why Work Functions Survive a Change of Average Potential

Let $\bar V$ be the average, over one bulk cell, of the local potential energy of an electron. Replace one PAW, ultrasoft or norm-conserving dataset by another that scatters electrons equally but has a different local potential near the nuclei. If $\bar V$ rises by $\Delta$, the Fermi level measured from $\bar V$ falls by $\Delta$, while $\bar V$ measured from the vacuum rises by $\Delta$. The work function is unchanged:

$$
\Phi=-(\beta+\lambda),\qquad \beta=E_F-\bar V,\qquad \lambda=\bar V-V_{\rm vac}.
$$

Here $\beta$ is the band position, taken from a bulk calculation, and $\lambda$ is the potential lineup, taken from a slab. The identity follows by adding the two definitions: $\bar V$ cancels, leaving $E_F-V_{\rm vac}=-\Phi$.

That the two shifts are opposite belongs to this sign convention. If the lineup is defined as $V_{\rm vac}-\bar V$, the two terms shift alike and are subtracted. The cancellation is the same.

## The belief and its appeal

The belief runs as follows. The average electrostatic potential of a crystal is a property of the material, like its density. A bulk calculation reports band energies relative to it. If two datasets place the Fermi level 2 eV apart on that scale, at least one is wrong, and the work function must inherit the error.

There is good sense behind this. The work function does contain $\bar V$ through $\lambda$, and a change of potential normally changes energies. A dataset that really altered the potential felt by the electrons would in general alter $\Phi$. The argument fails because $\bar V$ includes the potential inside the atomic regions, where a dataset may choose its local part freely, provided that its nonlocal part compensates the choice.

## An average that the outside cannot see

Consider planar charge, with $\rho(x)$ the positive charge per volume in atomic units. The electrostatic potential obeys $\phi''=-4\pi\rho$. An electron has energy $v=-\phi$, so $v''=4\pi\rho$. Since the second derivative of $|x-x'|$ is $2\delta_{\rm D}(x-x')$, with $\delta_{\rm D}$ the Dirac function, a solution is

$$
v(x)=2\pi\int |x-x'|\,\rho(x')\,dx'.
$$

Now change the shape of a localized charge by $\delta\rho$, without adding net charge or dipole. To the right of the charge, $|x-x'|=x-x'$, and

$$
\delta v=2\pi\left[x\int\delta\rho\,dx'-\int x'\delta\rho\,dx'\right]=0 .
$$

On the left both signs reverse and the result is again zero. The outside notices nothing, but the integral of $\delta v$ need not vanish. Integrating by parts twice, with $\delta v$ and $\delta v'$ zero at both ends,

$$
4\pi\int x^2\delta\rho\,dx=\int x^2\,\delta v''\,dx=2\int\delta v\,dx .
$$

With one such change in each cell of length $a$, the average therefore shifts by

$$
\Delta=\frac1a\int\delta v\,dx=\frac{2\pi}{a}\int x^2\delta\rho\,dx .
$$

The same step works for a spherical change in three dimensions. There $\nabla^2r^2=6$ replaces the factor 2, so that $\Delta=(2\pi/3\Omega)\int r^2\delta\rho\,d^3r$, with $\Omega$ the cell volume.

As an illustration, take a Gaussian sheet carrying one elementary charge per $(3\ \text{angstrom})^2$, one sheet per 3 angstrom. Its second moment per unit charge is the square of its width. Widening it from 0.3 to 0.5 angstrom raises the average by 0.536 eV. Direct integration of the potential and the moment formula agree on this value. Compensation charges in PAW have prescribed multipoles but a freely chosen radial shape, so the average of the smooth potential contains such a choice.

## Why the electrons need not notice either

Electrons do enter the atomic region, so a changed local potential there must be compensated. The simplest case is a norm-conserving dataset, with no overlap operator. Let $\delta(x)$ be the change of local potential, zero outside the atomic region. Let the real functions $\varphi_i$ solve the original atomic equation inside the region at chosen reference energies $\epsilon_i$, one even and one odd function at each energy. Add to the Hamiltonian, for each atom,

$$
W=\delta-\sum_{ij}\delta|\varphi_i\rangle (M^{-1})_{ij}\langle\varphi_j|\delta,
\qquad M_{ij}=\langle\varphi_i|\delta|\varphi_j\rangle ,
$$

where $M$ must be invertible. The first term is the new local potential and the second is made of projectors. Acting on a reference function,

$$
W\varphi_k=\delta\varphi_k-\sum_{ij}\delta\varphi_i(M^{-1})_{ij}M_{jk}
=\delta\varphi_k-\delta\varphi_k=0 .
$$

In one dimension, any solution inside the region at energy $\epsilon_i$ is a combination of the even and the odd solution. $W$ annihilates both, so the old wave still solves the new equation. At the reference energies the scattering is unchanged. In three dimensions this holds only for the angular momenta that carry projectors; the others feel $\delta$ uncompensated, and their scattering changes.

At other energies, write the wave inside the region as $\psi=\sum_i c_i\varphi_i+\eta$. Because $W$ is Hermitian and $W\varphi_i=0$,

$$
\langle\psi|W|\psi\rangle=\langle\eta|W|\eta\rangle .
$$

The first-order energy change is thus quadratic in the small remainder $\eta$. The second-order change contains $W\psi=W\eta$ twice, so it is quadratic too. With two reference energies, linear interpolation of $\varphi(\epsilon)$ leaves, to leading order,

$$
\eta\simeq\tfrac12(\epsilon-\epsilon_1)(\epsilon-\epsilon_2)\,\frac{\partial^2\varphi}{\partial\epsilon^2},
$$

and the energy error goes as the square of $(\epsilon-\epsilon_1)(\epsilon-\epsilon_2)$.

The sign of the error is also known. For $\delta\ge0$, use $\int f\,\delta\,g\,dx$ as an inner product. Then $\langle\psi|W|\psi\rangle$ is the squared length of $\psi$ minus that of its projection on the $\varphi_i$, which cannot be negative. By the variational principle no level, counted from the bottom, can fall. Removing reference functions shortens the projection and can only raise the levels further. For $\delta\le0$ the sign reverses and levels can only fall; a strongly attractive choice may then pull a spurious state down among the occupied ones.

## The two opposite shifts

Take a crystal whose atomic regions do not overlap, and assume that the potential between them has a constant value $V_0$. The new dataset leaves $V_0$ alone. Within the accuracy just described it also leaves $E_F-V_0$ alone, because the bands near the reference energies are unchanged on this common scale. The average changes by

$$
\bar V-V_0\;\to\;\bar V-V_0+\Delta,\qquad \Delta=\frac1a\int\delta(x)\,dx .
$$

For the band position,

$$
\beta=(E_F-V_0)-(\bar V-V_0)\;\to\;\beta-\Delta .
$$

A bulk calculation that sets $\bar V=0$ reports just this $\beta$. In the slab, the step from $V_0$ to the vacuum is fixed by the surface dipole, which is unchanged, so

$$
\lambda=(\bar V-V_0)+(V_0-V_{\rm vac})\;\to\;\lambda+\Delta .
$$

The sum $\beta+\lambda$ stays put. A real change of the surface dipole behaves differently: it alters $V_0-V_{\rm vac}$, and so moves $\lambda$ while $\beta$ stays fixed. That changes the work function, as it should.

## A slab in numbers

The model has independent electrons in one dimension and a frozen potential, without self-consistency, exchange or correlation. Each atom is a well $-D\cos^2(\pi x/2r_c)$ for $|x|<r_c$, with $D=10$ eV, $r_c=1.2$ angstrom and period $a=3$ angstrom. Ideal dipole sheets at the surfaces lower the whole interior by 1 eV relative to the vacuum. There is one electron per atom, so with two spins the lowest band is half full and $E_F$ lies at $k=\pi/(2a)$.

The mean of $\cos^2$ over the well is $1/2$, and the well occupies 2.4 of every 3 angstrom. Hence

$$
\lambda=-10\times\frac12\times\frac{2.4}{3}-1=-5.0\ \text{eV}.
$$

The softened dataset adds $\delta=8\cos^4(\pi x/2r_c)$ eV. The mean of $\cos^4$ is $3/8$, so $\Delta=8\times(3/8)\times2.4/3=2.4$ eV. The deepened dataset adds $-3\cos^2(\pi x/2r_c)$ eV, so $\Delta=-3\times(1/2)\times2.4/3=-1.2$ eV. Both carry projectors for reference energies of $-4.5$ and $-2.5$ eV, measured from $V_0$. The calculated values, in eV, are:

| Dataset | $\beta$ | $\lambda$ | $\Phi$ |
|---|---|---|---|
| original | 0.0024 | −5.0000 | 4.9976 |
| softened | −2.3976 | −2.6000 | 4.9976 |
| deepened | 1.2024 | −6.2000 | 4.9976 |

The band position ranges over 3.6 eV, while the work function remains 5.00 eV, or 0.184 hartree. The fourth decimal is kept to show the cancellation, not as accuracy of the model: a grid about twice as fine moves $\beta$ of the original dataset by 1.5 meV. That this $\beta$ lies near zero gives the original dataset no special standing, since the other two describe the same lowest band.

The work function can also be found without $\bar V$. In a finite slab, take the energy midway between the highest filled and the lowest empty level. Its depth below the vacuum is 4.9804, 4.9900 and 4.9941 eV for 8, 16 and 32 atoms. If the depth varies as $m+c_1/N+c_2/N^2$, the combination below removes both corrections:

$$
m=\frac{8m_{32}-6m_{16}+m_8}{3}
=\frac{39.9528-29.9400+4.9804}{3}=4.9977\ \text{eV}.
$$

This agrees with the sum of bulk and slab terms to 0.2 meV, for each of the three datasets.

What does go wrong is mixing. With $\beta$ from the original dataset and $\lambda$ from the softened one, the result is $-(0.0024-2.6000)=2.5976$ eV. It is too low by 2.4 eV, the full $\Delta$.

## When the dataset does matter

Invariance has to be earned by the projectors. If the softened local potential is used with none, the Fermi level rises by 3.35 eV and the work function drops to 1.645 eV. This is a different crystal, not another description of the same one.

The rise exceeds the 2.4 eV shift of the average. The variational principle shows what this excess implies about the state. The original Fermi state $\psi$, used as a trial function for the lowest level at the same $k$, shows that the rise cannot exceed $\langle\psi|\delta|\psi\rangle$. This expectation value is therefore at least 3.35 eV, whereas a uniform density would give 2.4 eV. The state has more than uniform weight where $\delta$ is large, near the atoms.

With the single reference energy $-2.5$ eV, the error in the Fermi level falls to 3.4 meV. With both energies it is below 0.0001 meV. The Fermi level lies at $-4.9976+1=-3.9976$ eV from $V_0$, between the two references. The order of the three errors is the one derived above for $\delta\ge0$.

Real datasets differ in more than this construction allows: in their cores, their partial waves and their accuracy away from the reference energies. Their work functions then differ by a true transferability error, which should be judged on $\Phi$, not on $\beta$. In a self-consistent calculation the surface dipole must agree as well. This is ensured if the datasets give the same density outside the atomic regions and the same multipoles inside. The frozen model assumes that agreement and does not test it.

Changing the cell size brings in a further case. Because $\Delta=a^{-1}\int\delta\,dx$, stretching the period by a small fraction $e$, with the atomic regions held fixed, changes $\Delta$ by $-e\Delta$. In three dimensions $e$ is the fractional change of the cell volume. Two datasets then disagree about the change of $\beta$ by $e\Delta$, which is 0.024 eV for $\Delta=2.4$ eV and a stretch of one percent. The strain dependence of a band position relative to $\bar V$ is thus no more physical than the position itself; it too needs a lineup. In the limit of a very large cell, $\Delta$ vanishes as $1/a$, because the average is then dominated by the region outside the atoms.

## Band offsets

At a junction of crystals L and R the vacuum drops out. For a chosen band edge, with $\beta$ now the edge measured from the average of its own crystal,

$$
E_R-E_L=(\beta_R-\beta_L)+(\bar V_R-\bar V_L).
$$

If R alone receives a new dataset, the first bracket changes by $-\Delta_R$ and the second by $+\Delta_R$.

Let L be the crystal above, and let R have wells 13 eV deep and an interior shift of $-2.5$ eV. The potential stays frozen and the filling plays no part. The lowest band of R lies wholly below that of L, so with one electron per atom on both sides a self-consistent junction would move charge into R and change the lineup. Then $\bar V_R=-13\times0.4-2.5=-7.7$ eV, and the lineup is $-7.7+5.0=-2.7$ eV. For the lower edges of the lowest bands, the original datasets give

$$
-0.5421-2.7000=-3.2421\ \text{eV}.
$$

Softening R by the same $8\cos^4(\pi x/2r_c)$ eV, with projectors made for R, gives

$$
-2.9421-0.3000=-3.2421\ \text{eV}.
$$

Each term moves by 2.4 eV and the offset stays. A junction with 16 atoms on each side offers a check that uses no average. Its 16 lowest levels are assigned to R and the next 16 to L. The lowest levels of the two groups differ by $-3.2437$ eV with either dataset. The origin of the remaining 1.6 meV was not examined; the thickness was not varied, so this agreement is established for this one junction only.

The practical rule concerns consistency. The bulk and the slab or junction must use the same dataset for each material and the same definition of the averaged potential; including exchange and correlation in one average but not in the other would spoil the cancellation. A difference in $\beta$ between two datasets is by itself no sign of error. A difference in $\Phi$ or in an offset is such a sign, provided that the functional and the atomic positions are the same and that k-points, grid and thickness are converged. The full set of values is in the numerical output below.

## Values computed for the example and the checks

```
CHARGE SHAPE: Gaussian sheets, one e per (3 angstrom)^2
widths: 0.3 and 0.5 angstrom
average shift, from potential: 0.5362 eV
average shift, from second moment: 0.5362 eV
SLAB MODEL
period 3.0, atomic radius 1.2 angstrom
well depth 10.0 eV, surface dipole step -1.0 eV
reference energies -4.5 and -2.5 eV
grid spacing 0.0732 angstrom
original: local change at atom 0.0 eV
  beta 0.0024 eV, lineup -5.0000 eV
  work function 4.9976 eV
  mid-gap depth, 8/16/32 atoms: 4.9804 4.9900 4.9941 eV
  extrapolated from slab levels: 4.9977 eV
softened: local change at atom 8.0 eV
  beta -2.3976 eV, lineup -2.6000 eV
  work function 4.9976 eV
  mid-gap depth, 8/16/32 atoms: 4.9804 4.9900 4.9941 eV
  extrapolated from slab levels: 4.9977 eV
deepened: local change at atom -3.0 eV
  beta 1.2024 eV, lineup -6.2000 eV
  work function 4.9976 eV
  mid-gap depth, 8/16/32 atoms: 4.9804 4.9900 4.9941 eV
  extrapolated from slab levels: 4.9977 eV
work function, original: 0.18366 hartree
softened minus original: beta -2.4000, lineup +2.4000 eV
  sum +0.0000 meV
  largest change of a filled slab level 0.0000 meV
deepened minus original: beta +1.2000, lineup -1.2000 eV
  sum -0.0001 meV
  largest change of a filled slab level 0.0000 meV
mixed datasets (beta original, lineup softened): 2.5976 eV
CONTROLS: rise of the Fermi level, softened local potential
two reference energies 0.0000 meV
one reference energy (-2.5 eV) 3.4212 meV
no projectors 3.3526 eV
work function without projectors 1.6450 eV
beta original on a grid of 81 points per period 0.0039 eV
JUNCTION: left as above, lower edges of the lowest bands
right: depth 13.0 eV, dipole step -2.5 eV
right: reference energies -6.2 and -4.6 eV
right original: band term -0.5421, lineup -2.7000 eV
  offset -3.2421 eV, from junction levels -3.2437 eV
right softened: band term -2.9421, lineup -0.3000 eV
  offset -3.2421 eV, from junction levels -3.2437 eV
changes: band term -2.4000, lineup +2.4000 eV
change of offset +0.0000 meV
largest change of a junction level 0.0000 meV
```
